# Why Constant Surface Stress Leaves a Slender Cantilever's Bending Frequency Unchanged

## Definitions and conventions

A cantilever has length $L$, width $b$ and thickness $h$, with $h\ll b\ll L$. The coordinate $x$ runs from the clamp at $x=0$ to the free end at $x=L$, and $z$ is measured from the mid-plane, so the broad faces lie at $z=\pm h/2$. The deflection along $z$ is $w(x,t)$. A prime means $\partial/\partial x$ and a dot means $\partial/\partial t$. The material is isotropic with Young modulus $E$, Poisson ratio $\nu$ and density $\rho$; the cross-section has area $A=bh$ and second moment $I=bh^3/12$.

Both broad faces carry the same surface stress $\tau$, a force per unit length, positive in tension and equal in all directions within the face. It is uniform and does not depend on strain, so enlarging a face by an area $\delta a$ stores the energy $\tau\,\delta a$. The narrow side walls are left out. The material between the faces is called the core, and its axial force $N_c$ is positive in tension.

The claim concerns linear Euler-Bernoulli theory: the bending frequencies do not contain $\tau$. In a real solid small changes remain, and they are sized below.

## The free end fixes the core force

Cut the beam at $x$ and consider the part between the cut and the free end. Across the cut, the two faces pull on this part with $2\tau b$ and the core with $N_c$. Nothing pulls axially on the free end from outside, so equilibrium requires

$$2\tau b+N_c=0,\qquad N_c=-2\tau b,\qquad \sigma_c=\frac{N_c}{bh}=-\frac{2\tau}{h}.$$

The core is compressed because the faces end. Along a flat face with uniform $\tau$, the pulls on the two sides of a small patch cancel, and no shear is passed to the core. At the free edge there is no further face to pull back, so the edge is drawn inward and the core is loaded there.

Poisson's ratio does not enter this force. It does enter the strain. Away from the clamp the same balance holds across the width, so the lateral core stress is also $-2\tau/h$, and the axial strain is

$$\varepsilon_0=\frac{\sigma_c-\nu\sigma_c}{E}=-(1-\nu)\frac{2\tau}{Eh}.$$

## The same sum multiplies the bending term

A force balance in the straight beam does not yet show what happens when the beam bends. For that, the energy is needed to second order in the displacements.

Measure displacements from the compressed, straight equilibrium. Let $u(x)$ be the axial displacement of the mid-plane. With cross-sections that stay plane and normal to the axis, a fibre at height $z$ has axial displacement $u-zw'$. An element of original length $dx$ acquires the length

$$dx\sqrt{(1+u'-zw'')^2+w'^2}\simeq dx\left(1+u'-zw''+\tfrac12w'^2\right),$$

where third-order terms are dropped. The fibre strain is therefore $e(z)=u'-zw''+\tfrac12w'^2$.

The two faces store

$$U_s=\tau b\int_0^L\left[e(h/2)+e(-h/2)\right]dx=2\tau b\int_0^L\left(u'+\tfrac12w'^2\right)dx.$$

The curvature terms $\mp(h/2)w''$ have cancelled because the faces are equal. No term in $w''^2$ appears, because with axial strain alone a constant $\tau$ gives an energy linear in face strain. In beam theory, surface stress of this kind does not alter $EI$. The full face area also contains the product of axial and lateral strain, which in bending is $-\nu(h/2)^2w''^2$. Beam theory drops this term, since it changes $EI$ only by a relative amount of order $\tau/(Eh)$.

The core already carries $\sigma_c$, so it stores $\sigma_ce+\tfrac12Ee^2$ per unit volume. Using $\int z\,dA=0$ and $\int z^2dA=I$, and keeping second order,

$$U_c=\int_0^L\left[N_c\left(u'+\tfrac12w'^2\right)+\tfrac12EA\,u'^2+\tfrac12EI\,w''^2\right]dx.$$

With $N=2\tau b+N_c$, the total is

$$U=\int_0^L\left[N\left(u'+\tfrac12w'^2\right)+\tfrac12EA\,u'^2+\tfrac12EI\,w''^2\right]dx.$$

This expression contains the reason for the result. Axial stretching $u'$ and the lengthening by rotation, $\tfrac12w'^2$, have the same coefficient $N$. The term linear in $u$ integrates to $N[u(L)-u(0)]=Nu(L)$. Since $u(L)$ is free, the starting state is in equilibrium only if $N=0$. The condition that the beam has finished contracting is also the condition that rotation costs no energy through the prestress.

## Equation of motion

Keep $N$ for the moment, so that the separate contributions can be seen. Varying $w$ and integrating by parts gives

$$\delta\int_0^L\tfrac12EIw''^2dx=EI\left[w''\delta w'-w'''\delta w\right]_0^L+\int_0^LEIw''''\delta w\,dx,$$

$$\delta\int_0^L\tfrac12Nw'^2dx=N\left[w'\delta w\right]_0^L-\int_0^LNw''\delta w\,dx.$$

The kinetic energy $\tfrac12\rho A\int\dot w^2dx$ supplies the inertia force. At the clamp $\delta w=\delta w'=0$; at the free end both are arbitrary. Hence

$$EIw''''-(2\tau b+N_c)w''+\rho A\ddot w=0,$$

$$w(0)=w'(0)=0,\qquad w''(L)=0,\qquad EIw'''(L)-(2\tau b+N_c)w'(L)=0.$$

The surface tension appears in two places, as a distributed force proportional to curvature and as an end force proportional to slope. The core compression cancels it in both.

The cancellation can also be seen without assuming small slope. Treat the faces beyond a section $x$ as massless strips of constant tension. The rest of the faces pulls these strips with total force $-2\tau b\,\mathbf t(x)$, where $\mathbf t(x)$ is the unit tangent pointing towards the free end. The strips are in equilibrium, so the core must act on them with $+2\tau b\,\mathbf t(x)$, and they act on the core with $-2\tau b\,\mathbf t(x)$. The two strips sit equally far above and below the centre of the section, so their moments about it cancel. However the beam is bent, the section receives a compression along its own normal, with no shear force and no bending moment.

With $N=0$, set $\xi=x/L$ and $w=\varphi(\xi)\cos\omega t$. The equation becomes $\varphi''''=k^4\varphi$, with $k^4=\rho AL^4\omega^2/(EI)$ and primes now meaning $d/d\xi$. The clamp conditions leave

$$\varphi=a(\cosh k\xi-\cos k\xi)+c(\sinh k\xi-\sin k\xi).$$

The conditions $\varphi''(1)=\varphi'''(1)=0$ give

$$a(\cosh k+\cos k)+c(\sinh k+\sin k)=0,$$
$$a(\sinh k-\sin k)+c(\cosh k+\cos k)=0.$$

A nonzero solution needs $(\cosh k+\cos k)^2-(\sinh^2k-\sin^2k)=0$, which reduces to $1+\cosh k\cos k=0$. None of its roots depends on $\tau$. The lowest gives $k^2=\Omega_0=3.516$ and

$$f_0=\frac{\Omega_0}{2\pi L^2}\sqrt{\frac{EI}{\rho A}}.$$

## What each half would do alone

The cancelling contributions need not be small. In the scaled coordinate, the equation with a net tension is

$$\varphi''''-p_N\varphi''=\Omega^2\varphi,\qquad p_N=\frac{NL^2}{EI}.$$

Counting the surfaces alone gives $p_N=+p$, and counting the core alone gives $p_N=-p$, where

$$p=\frac{2\tau bL^2}{EI}=\frac{24\tau L^2}{Eh^3}.$$

Multiply the equation by $\varphi$ and integrate by parts. The boundary terms vanish by the end conditions, leaving

$$\Omega^2=\frac{\int_0^1\varphi''^2d\xi+p_N\int_0^1\varphi'^2d\xi}{\int_0^1\varphi^2d\xi}.$$

This quotient is stationary at the true mode, so to first order in $p_N$ the unstressed mode may be used:

$$\frac{\Delta\Omega}{\Omega_0}\simeq Cp_N,\qquad C=\frac{\int_0^1\varphi'^2d\xi}{2\int_0^1\varphi''^2d\xi}=0.188.$$

A sufficiently compressed core, taken alone, would buckle. At zero frequency with $p_N=-q^2$, the function $\varphi=1-\cos q\xi$ satisfies the clamp conditions and the end condition $\varphi'''+q^2\varphi'=0$. The remaining condition $\varphi''(1)=q^2\cos q=0$ first holds at $q=\pi/2$, hence at $p=\pi^2/4$. The real cantilever does not buckle there, because the faces that compress the core also turn with it.

## Numbers for a microcantilever

Take $L=100$ µm, $b=10$ µm, $h=500$ nm, $E=170$ GPa, $\nu=0.25$, $\rho=2330$ kg/m³ and $\tau=0.1$ N/m on each face. These are rough values for an isotropic stand-in for a silicon microcantilever sensor. Real silicon is anisotropic: its modulus is near 170 GPa along ⟨110⟩, but the in-plane Poisson ratio for that direction in a (001) wafer is about 0.06, while the ratio for contraction through the thickness is about 0.36. The numbers below that depend on $\nu$ therefore describe the isotropic model, not a particular silicon device. The surface force is

$$2\tau b=2(0.1)(10^{-5})\ \mathrm N=2\ \text{µN},$$

and the core carries $-2$ µN, a stress of $-0.4$ MPa. The scaled tension is

$$p=\frac{24(0.1)(10^{-4})^2}{(1.7\times10^{11})(5\times10^{-7})^3}=1.129.$$

With $EI=1.771\times10^{-14}$ N m² and $\rho A=1.165\times10^{-8}$ kg/m, the frequency is $f_0=68.99$ kHz, with or without $\tau$.

Surfaces alone would give 82.00 kHz, an error of $+18.9\%$ relative to $f_0$. The core alone would give 51.70 kHz, an error of $-25.1\%$. The first-order estimate is $\pm21.2\%$. Most of the asymmetry comes from the square root that turns $\Omega^2$ into a frequency: if $\Omega^2$ were exactly linear in $p_N$, the errors would already be about $+19\%$ and $-24\%$. The rest comes from the change of mode shape. The lowest $\Omega^2$ is the minimum, over trial shapes, of expressions linear in $p_N$, and such a minimum is a concave function of $p_N$. Both causes make a compression lower the frequency by more than an equal tension raises it. The cancellation therefore takes place between forces, before the frequency is found, and not between two separately calculated frequency shifts. The core alone would buckle at $\tau=0.218$ N/m, about twice the chosen value.

## A solid without the beam assumptions

Beam theory assumes plane sections. To test the result without that assumption, a two-dimensional elastic solid in the $x$–$z$ plane was given $L/h=20$, $\nu=0.25$ and $p=1$, and its core stress was found from elasticity. With surfaces alone its frequency ratio to the unstressed solid was 1.1689, against 1.1690 from the beam equation. With the core alone the ratios were 0.7830 and 0.7832. The core alone buckled at $p=2.464$, against $\pi^2/4=2.467$. With both contributions the ratio was 0.999845.

The small remainder can be derived. Per unit width, bending displaces the solid by $-zW'$ along $x$ and, because stretched fibres become thinner, by $W+\tfrac12\nu z^2W''$ along $z$. Here $W(x)$ is the mid-plane deflection and primes again mean $d/dx$. The prestressed core contributes $\tfrac12\sigma_c$ times the sum of the squared $x$-derivatives of both displacements. To the order needed this is

$$-\frac{\tau}{h}\int_0^L\left[hW'^2+\frac{h^3}{12}\left(W''^2+\nu W'W'''\right)\right]dx.$$

The faces, where $z^2=h^2/4$, contribute

$$\tau\int_0^L\left(W'+\frac{\nu h^2}{8}W'''\right)^2dx\simeq\tau\int_0^L\left(W'^2+\frac{\nu h^2}{4}W'W'''\right)dx.$$

The large terms in $W'^2$ cancel. Since $W'(0)=W''(L)=0$, integration by parts gives $\int W'W'''dx=-\int W''^2dx$, and the sum is

$$-\frac{\tau h^2}{12}(1+2\nu)\int_0^LW''^2dx.$$

Compared with the bending energy $\tfrac12(Eh^3/12)\int W''^2dx$, this is a relative stiffness change of $-2(1+2\nu)\tau/(Eh)$. The frequency change is half of that, $-(1+2\nu)\tau/(Eh)$, or $-1.5\,\tau/(Eh)$ for $\nu=0.25$. The solid gave coefficients $-1.46$ at $L/h=10$ and $-1.48$ at $L/h=20$.

This coefficient belongs to that model, which neglects the lateral strain of the faces, the altered dimensions and nonlinear elasticity. All three enter at the same order, so a real material can have another coefficient. What carries over is the scale: $\tau/(Eh)$ is smaller than $p$ by the factor $h^2/(24L^2)$.

## When the ends cannot approach

The argument needed a free $u(L)$. Suppose instead that both ends are clamped and held at fixed separation when $\tau$ appears. Then $u(L)=0$, the term linear in $u$ vanishes for any $N$, and equilibrium no longer requires $N=0$.

If only the axial component of surface stress acts, the core cannot shorten, so $N_c=0$ and $N=2\tau b$. For the example's dimensions the frequency then rises from 439.01 to 445.06 kHz, or by $1.38\%$. The two-dimensional solid, tested with held ends at $p=1$ and $L/h=20$, rose by $1.24\%$, against $1.22\%$ for the beam.

An isotropic surface stress also compresses the core laterally, with $\sigma_y=-2\tau/h$ away from the clamps. Zero axial strain then requires $\sigma_x=\nu\sigma_y$. For a beam much longer than it is wide, where the regions near the clamps count for little, this gives $N_c\simeq-2\nu\tau b$ and $N\simeq2\tau b(1-\nu)$. As the shift is nearly proportional to $N$ here, it becomes about $0.75\times1.38\%\approx1.0\%$. In beam theory, then, a constant surface stress shifts the frequency of the held beam but not that of the cantilever.

## What remains in a real cantilever

**Finite width.** The clamp prevents lateral contraction and leaves a non-uniform membrane stress near it. The axial resultant over each section is still zero. If the deflection does not vary across the width, the slope $w'$ is common to the whole section and the membrane stress does no net work in bending. An effect therefore requires variation across the width, which bending produces through Poisson's ratio. A plate calculation for the example gives a relative shift of about $-0.6$ ppm, and a vanishing one when $\nu=0$. At fixed $b/L$ and $\nu$ this shift is proportional to $\tau L^2/(Eh^3)$, because the membrane force per unit width (stress times thickness) scales as $\tau$ and the bending stiffness per unit width as $Eh^3$. It thus grows faster on thinning than the strain effect, whose scale here is $2\tau/(Eh)=2.35$ ppm. By this scaling a cantilever of the same length and width but 50 nm thick would show about $-600$ ppm, so in very thin devices the effect is not negligible.

**Surface elasticity.** If the surface stress is $\tau+S\varepsilon$, where $\varepsilon$ is the face strain, the two faces add the energy per length

$$2\times\tfrac12Sb\left(\frac h2w''\right)^2=\tfrac12\left(\frac{Sbh^2}{2}\right)w''^2.$$

The relative change of $EI$ is $6S/(Eh)$, and that of the frequency is about $3S/(Eh)$. For an assumed $S=5$ N/m this is 176 ppm; a negative $S$ would lower the frequency instead. It measures the strain dependence of surface stress, not its constant part.

**Adsorbed mass.** A layer that produces surface stress also has inertia. A rough 1 mg/m² on each face lowers the frequency by 857 ppm. A temperature rise of 0.1 K, with a rough modulus slope of $-60$ ppm/K, lowers it by 3 ppm.

A sensor coated on one face only breaks the assumption of equal faces. For stresses $\tau_1$ at $z=h/2$ and $\tau_2$ at $z=-h/2$, the axial balance becomes $(\tau_1+\tau_2)b+N_c=0$, and the sum is still zero. The face energy gains the term $-\tfrac12(\tau_1-\tau_2)bh\int w''dx$. Being linear in $w$, it bends the beam statically but leaves the bending frequency unchanged to first order in $\tau_1-\tau_2$. For a difference of 0.1 N/m, counting the axial component alone, the curvature is $6(\tau_1-\tau_2)/(Eh^2)\approx14$ m$^{-1}$ and the tip moves by about 70 nm. Crystal anisotropy and the plate correction, a factor 1.0048 here, change the base frequency without disturbing the force balance.

The plate correction is present with or without surface stress. Among the other effects sized here for the cantilever, only adsorbed mass and surface elasticity exceed 100 ppm for these inputs; in a much thinner cantilever the clamp effect of a constant surface stress can do so too. A measured shift of that size can also have causes not treated here, such as loading by a surrounding fluid or the bending stiffness of a coating. Reading it as axial tension from a constant surface stress would count the pull of the faces and omit the equal push of the core. The numerical output below lists the values used.

## Calculated quantities

```
TESTS IN THE TWO-DIMENSIONAL SOLID, p = 1.0, L/h = 20
frequency ratio, surfaces only: solid 1.1689, beam 1.1690
frequency ratio, core only: solid 0.7830, beam 0.7832
frequency ratio, surfaces and core: 0.999845
tau/(E h) in this test: 1.042e-04
remaining shift / [tau/(E h)] at L/h = 10: -1.46
remaining shift / [tau/(E h)] at L/h = 20: -1.48
buckling p, core only: solid 2.4640, pi^2/4 = 2.4674
relative shift, both ends held: solid 0.01238, beam 0.01221
relative shift for S/(E h) = 0.001: solid 0.00299, 3S/(E h) = 0.00300
EXAMPLE INPUTS (rough silicon microcantilever regime)
L = 100 um, b = 10 um, h = 500 nm
E = 170 GPa, nu = 0.25, density = 2330 kg/m^3
surface stress tau = 0.10 N/m on each face
EXAMPLE RESULTS
surface force 2 tau b = 2.000 uN
core force at mid-length, plate solution = -2.000 uN
core stress -2 tau/h = -0.400 MPa
bending stiffness E I = 1.7708e-14 N m^2
scaled surface tension p = 1.1294
scaled cantilever frequency omega0 = 3.5160
first-order coefficient C = 0.1880, C p = 0.2123
true beam-theory frequency = 68.99 kHz
false frequency, surfaces only = 82.00 kHz (+18.9 %)
false frequency, core only = 51.70 kHz (-25.1 %)
tau at which the core alone would buckle = 0.218 N/m
both ends held: 439.01 kHz without tau, 445.06 kHz with tau (+1.38 %)
NEGLECTED EFFECTS, relative frequency change in ppm
strain scale 2 tau/(E h) = 2.35 ppm
clamp effect, plate solution = -0.6 ppm (smaller basis -0.6 ppm)
clamp effect for nu = 0: 6.2e-11 ppm
surface elasticity, rough S = 5 N/m: 176 ppm
adsorbed mass, rough 1 mg/m^2 per face: -857 ppm
temperature drift 0.1 K, rough modulus slope -60 ppm/K: -3.0 ppm
plate / beam base frequency (no tau) = 1.0048
```
